# Three-Phonon Triplets on a Mesh: Symmetry Weights and Collision Matrix

## Definitions and conventions

Atomic units are used in the algebra, so $\hbar=1$. The crystal has primitive vectors $\mathbf a_i$, and the mesh points are labelled by integers $m_i$ through $\mathbf q\cdot\mathbf a_i=2\pi m_i/N_i$. There are $N=N_1N_2N_3$ points, and points differing by a reciprocal lattice vector $\mathbf G$ are identified. A mode is $\lambda=(\mathbf q,j)$, with branches ordered by frequency, and $-\lambda=(-\mathbf q,j)$. Its frequency is $\omega$, its equilibrium occupation is $n=1/(e^x-1)$ with $x=\omega/kT$, and $s=\sinh(x/2)$. Primes carry over: $s'$ belongs to $\lambda'$.

An ordered triplet $(\mathbf q,\mathbf q',\mathbf q'')$ satisfies $\mathbf q+\mathbf q'+\mathbf q''=\mathbf G$. Two members fix the third, so there are $N^2$ ordered triplets. With eigenvectors $\mathbf e_\kappa$ chosen so that $\mathbf e_\kappa(-\lambda)=\mathbf e_\kappa(\lambda)^*$, the displacement of atom $\kappa$ in cell $\mathbf R$ is

$$\mathbf u_{\mathbf R\kappa}=\sum_\lambda\frac{\mathbf e_\kappa(\lambda)e^{i\mathbf q\cdot\mathbf R}}{\sqrt{2NM_\kappa\omega}}\,A_\lambda,\qquad A_\lambda=a_\lambda+a^\dagger_{-\lambda}.$$

The three zero-frequency modes at $\Gamma$ are excluded.

## The coupling and its invariances

Let the cubic energy be a sum over bonds. Bond $b$ joins atom $\kappa$ in cell $\mathbf R$ to atom $\kappa'$ in cell $\mathbf R+\mathbf R_b$, and its energy is $\frac16V_{abc}d_ad_bd_c$ in the relative displacement $\mathbf d$. For a spring $\frac12k(r-r_0)^2+\frac g6(r-r_0)^3$ along the unit vector $\mathbf u$,

$$r-r_0=\mathbf u\cdot\mathbf d+\frac{d^2-(\mathbf u\cdot\mathbf d)^2}{2r_0}+O(d^3).$$

The cubic terms are $\frac g6(\mathbf u\cdot\mathbf d)^3+\frac{k}{2r_0}(\mathbf u\cdot\mathbf d)[d^2-(\mathbf u\cdot\mathbf d)^2]$, hence

$$V_{abc}=g\,u_au_bu_c+\frac k{r_0}(\delta_{ab}u_c+\delta_{ac}u_b+\delta_{bc}u_a-3u_au_bu_c).$$

One mode contributes to the bond the amplitude $N^{-1/2}e^{i\mathbf q\cdot\mathbf R}\mathbf d_b(\lambda)$, where

$$\mathbf d_b(\lambda)=\frac1{\sqrt{2\omega}}\left[\frac{\mathbf e_{\kappa'}e^{i\mathbf q\cdot\mathbf R_b}}{\sqrt{M_{\kappa'}}}-\frac{\mathbf e_\kappa}{\sqrt{M_\kappa}}\right].$$

Three such factors give $N^{-3/2}\sum_{\mathbf R}e^{i(\mathbf q+\mathbf q'+\mathbf q'')\cdot\mathbf R}$. The sum is $N$ for a triplet and zero otherwise. Therefore

$$H_3=\frac16\sum\Phi(\lambda\lambda'\lambda'')A_\lambda A_{\lambda'}A_{\lambda''},\qquad \Phi=\frac1{\sqrt N}\sum_bV_{abc}\,d_{b,a}d'_{b,b}d''_{b,c}.$$

(The first index of $d_{b,a}$ names the bond, the second the Cartesian component.) Permuting the three modes leaves $\Phi$ unchanged, because $V$ is symmetric.

A crystal operation $S$ commutes with the harmonic problem. It carries the field of mode $(\mathbf q,j)$ into $\sum_iU_{ij}$ times the field of $(S\mathbf q,i)$, with $U$ unitary and $i$ running over the modes degenerate with $j$. Phases from fractional translations are contained in $U$. Since $S$ preserves the cubic energy, $\Phi$ at the original triplet is a combination of couplings $c_i$ at the image triplet, and for each of the three indices

$$\sum_j\Big|\sum_iU_{ij}c_i\Big|^2=\sum_i|c_i|^2,$$

because $\sum_jU_{ij}U^*_{kj}=\delta_{ik}$. Time reversal conjugates the field, which takes $\mathbf q$ to $-\mathbf q$ at the same frequency. As $V$ is real, $\Phi$ is conjugated and the same argument holds.

The invariant quantity is thus $F(\lambda\lambda'\lambda'')$, the average of $|\Phi|^2$ over the degenerate set of each of its three modes. An individual $|\Phi|^2$ depends on the arbitrary basis inside a set. Using $F$ is part of the definition of the population-only collision matrix below; coherences between degenerate modes are neglected.

## The linearized collision matrix

Take the process $\lambda+\lambda'\to\lambda''$, with $\lambda\ne\lambda'$. The six orderings in $H_3$ cancel the factor $\frac16$, and $a^\dagger_{\lambda''}$ comes from $A_{-\lambda''}$. To leading order in $\Phi$, and with occupation products factorized, the net rate is

$$2\pi|\Phi(\lambda,\lambda',-\lambda'')|^2\delta(\omega+\omega'-\omega'')\,[nn'(n''+1)-(n+1)(n'+1)n''].$$

At equilibrium $n=e^{-x/2}/2s$ and $n+1=e^{x/2}/2s$. On the energy shell $x''=x+x'$, so both products equal $P=1/(8ss's'')$. Now disturb the occupations by $\delta n=n(n+1)\varphi$. Then $\delta n/n=(n+1)\varphi$ and $\delta(n+1)/(n+1)=n\varphi$, and the bracket becomes

$$P[(n+1)\varphi+(n'+1)\varphi'+n''\varphi'']-P[n\varphi+n'\varphi'+(n''+1)\varphi'']=P(\varphi+\varphi'-\varphi'').$$

Each event removes one phonon from $\lambda$ and $\lambda'$ and adds one to $\lambda''$. With $v=e_\lambda+e_{\lambda'}-e_{\lambda''}$, where $e_\lambda$ is the unit vector of mode $\lambda$, the result is $d\,\delta n/dt=-A\varphi$ with

$$A=\frac12\sum_{\lambda\lambda'\lambda''}T(\lambda,\lambda',-\lambda'')\,\delta(\omega+\omega'-\omega'')\,vv^{\mathsf T},\qquad T=\frac{2\pi F}{8ss's''}.$$

The factor $\frac12$ removes the double count of the pair $\lambda,\lambda'$. It is also right for $\lambda=\lambda'$. Three orderings then give the amplitude $\frac12\Phi$, and thermal averaging gives $\langle n(n-1)\rangle=2n^2$ and $\langle(n+1)(n+2)\rangle=2(n+1)^2$, so the rate carries $\frac14\cdot2=\frac12$.

It follows that $\varphi^{\mathsf T}A\varphi=\frac12\sum T\delta\,(\varphi+\varphi'-\varphi'')^2\ge0$: the matrix is symmetric and positive semidefinite.

## Rows in terms of triplets

To evaluate a row at fixed $\lambda$, expand $vv^{\mathsf T}$. Write $W(\lambda\mu\to\nu)=T(\lambda,\mu,-\nu)\,\delta(\omega_\lambda+\omega_\mu-\omega_\nu)$. Element $(\lambda,\lambda')$ receives three kinds of product between different slots of $v$:

- both modes incoming: $+\sum_\nu W(\lambda\lambda'\to\nu)$;
- $\lambda$ incoming, $\lambda'$ outgoing: $-\sum_\mu W(\lambda\mu\to\lambda')$;
- $\lambda'$ incoming, $\lambda$ outgoing: $-\sum_\mu W(\lambda'\mu\to\lambda)$.

In each case two orderings of the incoming pair cancel the $\frac12$. The second kind contains $T(\lambda,\mu,-\lambda')$. The third contains $T(\lambda',\mu,-\lambda)$, which equals $T(\lambda,-\lambda',-\mu)$ by time reversal and permutation. Both belong to a triplet whose first two members are $\mathbf q$ and $-\mathbf q'$. For a triplet $(\lambda,\lambda_1,\lambda_2)$ define

$$B^+(\lambda,\lambda_1)=\sum_{j_2}T\,\delta(\omega+\omega_1-\omega_2),$$

$$B^-(\lambda,\lambda_1)=\sum_{j_2}T\,[\delta(\omega+\omega_2-\omega_1)+\delta(\omega-\omega_1-\omega_2)].$$

Then

$$A_{\lambda\lambda'}=\delta_{\lambda\lambda'}D_\lambda+B^+(\lambda,\lambda')-B^-(\lambda,-\lambda').$$

The squares of single slots give $D_\lambda=\sum T[\delta(\omega+\omega_1-\omega_2)+\frac12\delta(\omega-\omega_1-\omega_2)]$, summed over $\mathbf q_1,j_1,j_2$. Half of the first term may be relabelled by $1\leftrightarrow2$, since $T$ is symmetric:

$$D_\lambda=\frac12\sum_{\mathbf q_1j_1j_2}T\,[\delta(\omega+\omega_1-\omega_2)+\delta(\omega+\omega_2-\omega_1)+\delta(\omega-\omega_1-\omega_2)].$$

As $n(n+1)=1/4s^2$, keeping $D$ alone gives $d\,\delta n/dt=-4s^2D\,\delta n$, so $1/\tau_\lambda=4s^2D_\lambda$. Setting $\delta n=\psi/2s$, hence $\varphi=2s\psi$, turns the full equation into $\dot\psi=-\Omega\psi$ with $\Omega_{\lambda\lambda'}=4ss'A_{\lambda\lambda'}$.

Two limits check the factors. For $kT\gg\omega$ in all modes, $s\to\omega/2kT$ and

$$\frac1{\tau_\lambda}\to\pi kT\sum F\frac{\omega}{\omega_1\omega_2}[\cdots],$$

with the same bracket of delta functions: the rate is linear in temperature. For $kT\to0$ the thermal factor is $4s^2/(8ss_1s_2)=s/(2s_1s_2)\to e^{(x-x_1-x_2)/2}$. It tends to 1 for decay, where $x=x_1+x_2$, and to $e^{-x_1}\to0$ for absorption of $\lambda_1$. Spontaneous decay at the rate $\frac12\sum2\pi F\delta(\omega-\omega_1-\omega_2)$ remains. This low-temperature limit uses the exact energy shell. If the delta function is a Gaussian of width $\sigma$, the factor $e^{(x-x_1-x_2)/2}$ is sampled off the shell and averages to about $\exp[\sigma^2/8(kT)^2]$, which grows without bound as $kT\to0$. The smeared matrix is therefore usable only for $\sigma$ well below $kT$.

## Orbits and weights

Let $K$ be the group of distinct actions on $\mathbf q$ generated by the point group and time reversal. If $S^{-1}\mathbf a_i=\sum_jC_{ij}\mathbf a_j$ with integer $C_{ij}$, then $(S\mathbf q)\cdot\mathbf a_i=\mathbf q\cdot S^{-1}\mathbf a_i$ gives

$$m_i'=\sum_j\frac{N_iC_{ij}}{N_j}m_j.$$

The mesh maps onto itself when every $N_iC_{ij}/N_j$ is an integer. Equal divisions satisfy this. For the face-centred cubic lattice a $4\times4\times4$ mesh passes the test and a $4\times4\times2$ mesh fails it; on the latter the reduction below is invalid with the full $K$, and only the subgroup that preserves the mesh may be used.

**Weights in a row.** Fix $\mathbf q$, and let $H_q$ be its little group, the elements of $K$ with $S\mathbf q=\mathbf q$ modulo $\mathbf G$. It acts on $\mathbf q'$, and so does the exchange $X:\mathbf q'\to-\mathbf q-\mathbf q'$. The two commute, because $S(-\mathbf q-\mathbf q')=-\mathbf q-S\mathbf q'$, so the pairs $(S,1)$ and $(S,X)$ with $S\in H_q$ form a group of $2|H_q|$ elements. Stabilizers are counted in these pairs. This matters at $\mathbf q=\Gamma$, where $X$ moves $\mathbf q'$ exactly as time reversal does but still counts as a separate element. The elements that send $\mathbf q'$ to a given image form a coset of its stabilizer $\mathrm{Stab}(\mathbf q')$. Every image is therefore reached equally often, and the orbit size is

$$w=\frac{2|H_q|}{|\mathrm{Stab}(\mathbf q')|},\qquad\sum_{\text{orbits}}w=N.$$

A sum over $\mathbf q'$ becomes a sum over representatives weighted by $w$, provided that the summand is invariant under the little group and under exchange. The three-term form of $D_\lambda$ meets this condition; the earlier two-term form does not.

**Global weights.** On complete triplets the group is $K$ times the six permutations. The same argument gives

$$W=\frac{6|K|}{|\mathrm{Stab}|},\qquad\sum W=N^2.$$

Inside one global orbit, every $\mathbf q$ of a star occurs equally often as first member. Hence $W$ is the sum of (star size)$\,\times w$ over the row orbits which that global orbit contains.

**Number of orbits.** Count the pairs (group element $g$, point $p$) with $gp=p$ in two ways. Summing over the points of one orbit gives (orbit size)$\,\times|\mathrm{Stab}|$, which is the group order $|\mathcal G|$. Therefore

$$n_{\rm orb}=\frac1{|\mathcal G|}\sum_g\mathrm{Fix}(g),$$

where $\mathrm{Fix}(g)$ is the number of points fixed by $g$. The identity alone contributes $N^2/(6|K|)$ to the global count, which is thus a lower bound. On an $L\times L\times L$ mesh any other element imposes at least one linear condition on the six mesh coordinates. In fact it imposes at least two. An element without permutation leaves at most a plane for each of $\mathbf q$ and $\mathbf q'$, hence of order $L^4$ of the $L^6$ triplets, and an element with a permutation fixes at most of order $L^3$. The relative excess over the bound therefore falls at least as fast as $1/L^2$; for the full cubic group, with nine mirror-type elements, it approaches $9/L^2$.

## Rebuilding the matrix

Relabelling all events by $S$ changes neither $F$ nor the frequencies, so $A_{S\lambda,S\lambda'}=A_{\lambda\lambda'}$. The algorithm is as follows.

1. Tabulate the images of all mesh points under $K$. Choose one irreducible $\mathbf q_0$ per star.
2. For each $\mathbf q_0$, find the orbits of $\mathbf q_1$ under $H_{q_0}$ and $X$, with their weights.
3. Assign each row representative $t=(t_0,t_1,t_2)$ to a global representative $c_i=St_{\pi(i)}$. Evaluate $F$ once for each $c$. Axis $i$ of $F_c$ is axis $\pi(i)$ of $F_t$, so the inverse permutation of axes recovers $F_t$.
4. Accumulate $D_\lambda$ from the representatives with weights $w$, and add it to the diagonal element $(\lambda,\lambda)$ of the row.
5. Expand to all $\mathbf q_1$. A little-group image copies the tensor; an image that involves $X$ also transposes its last two branch indices. Add $B^+$ to column $\mathbf q_1$ and subtract $B^-$ from column $-\mathbf q_1$.
6. For every $\mathbf q=S\mathbf q_0$ set
$$A(\mathbf qj,\mathbf q'j')=A(\mathbf q_0j,S^{-1}\mathbf q'\,j').$$

The choice of $S$ in step 6 is immaterial. If $S_1\mathbf q_0=S_2\mathbf q_0$, then $h=S_2^{-1}S_1$ belongs to $H_{q_0}$ and $S_2^{-1}\mathbf q'=h\,S_1^{-1}\mathbf q'$. Invariance of the row under $h$ makes the two results equal.

The weights enter the diagonal sum in step 4 but not the terms $B^\pm$ in step 5. Elements in different columns are separate entries of the matrix, and an orbit sum would merge them.

## A zincblende model

The example is a model zincblende lattice with two different masses and anharmonic springs to first and second neighbours; its parameters head the numerical output. It has 24 point operations and no inversion, so time reversal doubles the group to $|K|=48$. With frequencies expressed as energies, $1/M$ becomes $\hbar^2/M$.

On the $4\times4\times4$ mesh there are 64 points and 8 irreducible ones. Consider the row $m=(0,0,2)$, with star size 4 and $|H_q|=12$. Its group has 24 elements and its eight orbits have weights

$$2+2+12+12+6+6+12+12=64.$$

The first orbit represents $\mathbf q'=0$, $\mathbf q''=\mathbf q$. All 12 little-group elements fix $\Gamma$, while those combined with exchange move it, so $w=24/12=2$. In global terms this row orbit contributes $4\times2=8$ triplets. The same global orbit appears in the $\Gamma$ row with $\mathbf q'$ running over the star of four points, contributing $1\times4$. The total $W=12$ is right: each of the four points gives three positions for $\Gamma$.

All rows together contain 92 orbits. Permutations link orbits of different rows and leave 42 strength tensors to evaluate instead of 4096, a factor of about 98. The lower bound is $4096/288\approx14$, so the count exceeds it by a factor of 3.0. For $L=6$ the factor is $260/162\approx1.6$, and for $L=8$ it is $1164/910\approx1.3$. High-symmetry triplets dominate small meshes and lose importance as the mesh grows.

The saving concerns strengths, not the size of the result. The rebuilt matrix still has dimension $64\times6=384$, whereas the irreducible rows number $8\times6=48$. Both counts include three zero rows for the excluded modes at $\Gamma$.

At $(0,0,2)$ branches 1 and 2, and branches 4 and 5, are degenerate and have equal rates, as averaging requires. The highest branch has energy 0.0581 eV and $\hbar/\tau=3.7\times10^{-5}$ eV, or $1/\tau=0.056$ ps$^{-1}$. The largest ratio of $\hbar/\tau$ to energy in this row is $1.50\times10^{-4}/0.0377\approx0.4\%$, which is consistent with a leading-order treatment. The rates do not rise steadily with energy. These values are not converged. For the highest branch $\hbar/\tau$ drops to $1.8\times10^{-5}$ eV on the same mesh when the width is halved, and on a $16\times16\times16$ mesh it is $4.1\times10^{-5}$, $3.3\times10^{-5}$ and $3.2\times10^{-5}$ eV for $\sigma=0.004$, $0.002$ and $0.001$ eV. The order of branches 3 and 4, and of branches 1 and 6, changes among these settings, while the largest ratio of $\hbar/\tau$ to energy stays at 0.4 to 0.5%.

## Error analysis

**Symmetry error.** The reference matrix was summed over all events, with eigenvectors solved separately at each $\mathbf q$ and mixed at random inside degenerate sets. The rebuilt $\Omega$ agrees with it to better than $10^{-9}$ of the largest element, for two different choices of $S$. This error is numerical. An error $\epsilon$ in the energy mismatch $\Delta=\omega+\omega'-\omega''$ changes a Gaussian delta function of width $\sigma$ by the relative amount $|\Delta|\epsilon/\sigma^2$ to first order, so narrow widths amplify rounding.

**Degeneracy threshold.** Degenerate sets must be recognized within a tolerance. If it is too small, rounding splits a true set and the invariance is lost. If it is too large, distinct modes are averaged: the rebuilding may still succeed, but the matrix has changed. With no averaging at all, copying the directly summed irreducible rows by step 6 gives an $\Omega$ that differs from the directly summed unaveraged matrix by up to $2.4\times10^{-2}$ of the largest element of the averaged $\Omega$. That size belongs to one random basis, drawn independently at $\mathbf q$ and $-\mathbf q$ without imposing $\mathbf e_\kappa(-\lambda)=\mathbf e_\kappa(\lambda)^*$, and is not a property of the crystal. The averages $F$ do not depend on this choice.

**Misapplied weights.** Using $w$ with the two-term form of $D_\lambda$ gives, for the orbit representatives chosen here, an error of 17% of the largest relaxation rate. The size depends on that choice, because the summand differs between members of an orbit. For the orbit $\{\Gamma,\mathbf q\}$ above, it counts one order of the absorption term twice instead of each order once.

**Smearing.** Off the energy shell the forward and reverse products are $Pe^{-\Delta/2kT}$ and $Pe^{\Delta/2kT}$. The matrix keeps their geometric mean $P$, which preserves symmetry and positivity. With $\sigma=0.004$ eV and $kT=0.025$ eV, each product differs from $P$ by about 8% at $|\Delta|=\sigma$.

Energy conservation requires $A\omega=0$, where $\omega$ is the vector of frequencies. With smearing the relative defect is

$$\frac{\omega^{\mathsf T}A\omega}{\sum_\lambda D_\lambda\omega_\lambda^2}=\frac{\sum T\delta_\sigma(\Delta)\,\Delta^2}{\sum T\delta_\sigma(\Delta)\,(\omega^2+\omega'^2+\omega''^2)},$$

because the event form of $A$ supplies both sums with the same factor $\frac12$. Its value here is $5.2\times10^{-3}$. If mismatches are spread evenly over several widths, the mean of $\Delta^2$ is $\sigma^2$ and the defect scales as $\sigma^2$. The assumption holds only roughly here: the weighted mean of $\Delta^2$ is $1.17\,\sigma^2$ and that of $\omega^2+\omega'^2+\omega''^2$ is $3.6\times10^{-3}$ eV$^2$. The defect is $1.0\times10^{-3}$ at $\sigma=0.002$ eV and $2.3\times10^{-2}$ at $\sigma=0.008$ eV, a factor of 4.4 to 5 per doubling instead of 4.

**Discretization.** Symmetry reproduces the matrix of the chosen mesh, including its discretization error. Agreement between the two constructions says nothing about convergence, which requires denser meshes and smaller widths together, so that many triplets remain within $\sigma$ of the energy shell.

## Calculated quantities

```
lattice constant = 5.0 angstrom
hbar^2/M, two atoms = 2.0e-04 1.0e-04 eV angstrom^2
k first, second = 6.0, 1.0 eV/angstrom^2
g first, second = -20.0, -3.0 eV/angstrom^3
kT = 0.025 eV, Gaussian width = 0.004 eV
point operations = 24, with time reversal = 48
mesh n | ordered triplets | irreducible q | row orbits | global orbits
  2 | 64 | 3 | 8 | 5
  4 | 4096 | 8 | 92 | 42
  6 | 46656 | 16 | 675 | 260
  8 | 262144 | 29 | 3260 | 1164
rows of the n = 4 mesh: q*n | star | little group | orbits | sum w
  0 0 0 | 1 | 48 | 8 | 64
  0 0 1 | 8 | 6 | 10 | 64
  0 0 2 | 4 | 12 | 8 | 64
  0 1 1 | 6 | 8 | 11 | 64
  0 1 2 | 24 | 2 | 20 | 64
  0 1 3 | 12 | 4 | 17 | 64
  0 2 2 | 3 | 16 | 10 | 64
  1 2 3 | 6 | 8 | 8 | 64
row shown in detail: q*n = 0 0 2
  q1*n q2*n: (0, 0, 0) (0, 0, 2) w=2 ; (0, 0, 1) (0, 0, 1) w=2
  q1*n q2*n: (0, 1, 0) (0, 3, 2) w=12 ; (0, 1, 1) (0, 3, 1) w=12
  q1*n q2*n: (0, 2, 0) (0, 2, 2) w=6 ; (0, 2, 1) (0, 2, 1) w=6
  q1*n q2*n: (1, 2, 0) (3, 2, 2) w=12 ; (1, 2, 1) (3, 2, 1) w=12
its modes: branch | energy (eV) | hbar/tau (eV)
  1 | 0.01622 | 3.3858e-05
  2 | 0.01622 | 3.3858e-05
  3 | 0.03769 | 1.5003e-04
  4 | 0.05232 | 1.3869e-04
  5 | 0.05232 | 1.3869e-04
  6 | 0.05814 | 3.6597e-05
1/tau of branch 6 = 0.0556 1/ps
collision matrix dimension = 384
strength tensors: full = 4096, evaluated = 42
largest eigenvalue of hbar*Omega = 2.8846e-04 eV
rebuild error below 1e-9 (relative): True
error without degenerate averaging = 2.4e-02 (relative)
error with unsymmetrized summand = 1.7e-01 (relative)
energy-conservation defect = 5.20e-03 (relative)
```
